\section*{Half-damage recoil energy for an inverse-square spectrum: the geometric mean}

\section{Definitions and conventions}

A fast charged particle of mass $m$, charge number $Z_1$ and kinetic energy $E$ crosses a thin layer of atoms of mass $M$ and charge number $Z_2$. An atom that it strikes, initially at rest, receives a recoil energy $T$. Such an atom is called a primary recoil. If it leaves its site it may displace further atoms, and all displacements in this cascade are credited to the primary recoil that began it.

Let $T_d$ be the displacement threshold, $T_m>T_d$ the largest recoil energy that a collision can give, and $R=T_m/T_d$. Three assumptions define the model.
\begin{enumerate}
\item The differential cross section is $d\sigma/dT=C/T^2$ for $T_d\le T\le T_m$, with $C$ independent of $T$.
\item A recoil in this range produces damage $\nu(T)=\kappa T$, with $\kappa$ independent of $T$. A recoil below $T_d$ produces none.
\item The layer is thin enough for $E$, and hence $T_m$ and $C$, to be the same throughout it.
\end{enumerate}
The damage share $S(T)$ is the fraction of all damage that comes from primary recoils with energy above $T$. The half-damage energy is the solution of $S=1/2$. The result to be shown is that this energy is
\begin{equation}
T_*=\sqrt{T_dT_m}.
\label{result}
\end{equation}
Energies are given in eV or keV and collision lengths in pm, since atomic units are unnatural for this problem.

\section{First derivation: integration over the spectrum}

Recoils between $T$ and $T+dT$ contribute damage in proportion to their cross section times their yield:
\begin{equation}
\nu(T)\,\frac{d\sigma}{dT}\,dT=\kappa T\,\frac{C}{T^2}\,dT
=\kappa C\,\frac{dT}{T}=\kappa C\,d(\ln T).
\label{logweight}
\end{equation}
One power of $T$ in the yield cancels one of the two in the spectrum. Equal intervals of $\ln T$ therefore carry equal damage: soft recoils are numerous, hard ones are productive, and the two tendencies balance. Integration gives
\begin{align}
D(T)&=\kappa C\int_T^{T_m}\frac{dT'}{T'}=\kappa C\ln\frac{T_m}{T},\\
S(T)&=\frac{D(T)}{D(T_d)}=\frac{\ln(T_m/T)}{\ln(T_m/T_d)}.
\label{share}
\end{align}
The constants $\kappa$ and $C$ have cancelled. Setting $S=1/2$ gives
\begin{align}
\ln T_m-\ln T_*&=\tfrac12(\ln T_m-\ln T_d),\nonumber\\
\ln T_*&=\tfrac12(\ln T_m+\ln T_d),
\end{align}
and exponentiation gives (\ref{result}). Since $dS/dT=-1/(T\ln R)<0$, there is no second solution.

The corresponding fraction of the \emph{number} of displacing recoils is much smaller when $R$ is large. The integral of $C/T^2$ from $T$ to $T_m$ is $C(1/T-1/T_m)$, so the number fraction above $T_*$ is
\begin{equation}
f_*=\frac{1/T_*-1/T_m}{1/T_d-1/T_m}
=\frac{\sqrt R-1}{R-1}=\frac{1}{\sqrt R+1}.
\label{number}
\end{equation}
The second form follows on multiplying numerator and denominator by $T_m$ and using $T_m/T_*=\sqrt R$. The last follows from $R-1=(\sqrt R-1)(\sqrt R+1)$.

\section{Second derivation: summation over Coulomb orbits}

The second route does not assume a spectrum. It starts from a classical collision under the bare Coulomb repulsion and adds up the damage over impact parameters.

\subsection{Recoil energy and scattering angle}

Let the projectile have initial speed $v$. The centre of mass moves at $V=mv/(m+M)$. In the centre-of-mass frame the target atom approaches at speed $V$ and, the collision being elastic, leaves at speed $V$ with its direction turned by the scattering angle $\theta$. Its change of velocity has magnitude $2V\sin(\theta/2)$. This is also its final speed in the laboratory, where it began at rest. Hence
\begin{align}
T&=\frac M2\,4V^2\sin^2\frac\theta2
=\frac{2Mm^2v^2}{(m+M)^2}\sin^2\frac\theta2
=T_m\sin^2\frac\theta2,\\
T_m&=\frac{4mM}{(m+M)^2}E,
\label{tmax}
\end{align}
where $mv^2=2E$ was used.

\subsection{Impact parameter and scattering angle}

The relative motion has reduced mass $\mu=mM/(m+M)$ and energy $E_{\rm cm}=\mu v^2/2=EM/(m+M)$. Write the repulsive force as $K/r^2$, with $K=Z_1Z_2e^2/(4\pi\varepsilon_0)$, and define the collision diameter $d=K/E_{\rm cm}$. It is the distance of closest approach in a head-on collision, where all of $E_{\rm cm}$ becomes potential energy.

The orbit is symmetric about the line from the force centre to the point of closest approach. Let $\varphi$ be the polar angle measured from this line. It runs from $-\varphi_0$ to $\varphi_0$, with $2\varphi_0=\pi-\theta$. The momentum change lies along the symmetry line and has magnitude $2\mu v\sin(\theta/2)$. It equals the time integral of the force component along that line. Conservation of angular momentum, $\mu r^2\,d\varphi/dt=\mu bv$ for impact parameter $b$, gives $dt=r^2d\varphi/(bv)$, so that
\begin{align}
2\mu v\sin\frac\theta2
&=\int\frac{K}{r^2}\cos\varphi\,dt
=\frac{K}{bv}\int_{-\varphi_0}^{\varphi_0}\cos\varphi\,d\varphi\nonumber\\
&=\frac{2K}{bv}\sin\varphi_0=\frac{2K}{bv}\cos\frac\theta2 .
\end{align}
Solving for $b$, and using $\mu v^2=2E_{\rm cm}$,
\begin{equation}
b=\frac{K}{\mu v^2}\cot\frac\theta2=\frac d2\cot\frac\theta2 .
\end{equation}
Because $\sin^2(\theta/2)=1/[1+\cot^2(\theta/2)]$, the recoil energy is
\begin{equation}
T(b)=\frac{T_m}{1+4b^2/d^2}.
\label{tb}
\end{equation}

\subsection{Damage inside a disc}

A uniform beam has collision area $2\pi b\,db$ between $b$ and $b+db$. Since $T(b)$ falls with $b$, the recoils above a given energy come from inside a disc. Their damage is
\begin{align}
D&=\kappa\int_0^b\frac{T_m}{1+4b'^2/d^2}\,2\pi b'\,db'\nonumber\\
&=\kappa\,\frac{\pi d^2T_m}{4}\int_0^{4b^2/d^2}\frac{dy}{1+y}
=\kappa\,\frac{\pi d^2T_m}{4}\ln\!\left(1+\frac{4b^2}{d^2}\right).
\label{disc}
\end{align}
Here $y=4b'^2/d^2$, so $2\pi b'db'=(\pi d^2/4)dy$. Let $b_d$ be the radius at which $T=T_d$; by (\ref{tb}), $1+4b_d^2/d^2=R$. The disc of radius $b_*$ that holds half the damage satisfies
\begin{equation}
\ln\!\left(1+\frac{4b_*^2}{d^2}\right)=\frac12\ln R,
\qquad 1+\frac{4b_*^2}{d^2}=\sqrt R .
\end{equation}
The recoil energy at its edge is $T(b_*)=T_m/\sqrt R=\sqrt{T_dT_m}$, which is (\ref{result}) again. The area ratio $b_*^2/b_d^2=(\sqrt R-1)/(R-1)$ reproduces (\ref{number}).

\section{What each derivation assumes}

The first derivation needs the inverse-square form between $T_d$ and $T_m$, whatever its origin. It would hold equally for a spectrum of this form found by a quantum calculation or by measurement. It leaves $C$ undetermined.

The second derivation needs more: classical, non-relativistic, elastic motion under an unscreened Coulomb force. In return it supplies the spectrum and its size. Equation (\ref{tb}) gives $\pi b^2=(\pi d^2/4)(T_m/T-1)$ for the cross section above $T$, and the magnitude of its derivative is
\begin{equation}
\frac{d\sigma}{dT}=\frac{\pi d^2T_m}{4T^2},\qquad C=\frac{\pi d^2T_m}{4}.
\label{ruth}
\end{equation}
It also shows where screening must enter: at large $b$, hence at small $T$. Both derivations use $\nu=\kappa T$, the same sharp threshold and a fixed $E$.

The exponent matters. For a spectrum proportional to $T^{-p}$ with $q=2-p\ne0$, the damage above $T$ is proportional to $(T_m^q-T^q)/q$. Setting this to half its value at $T_d$ gives
\begin{equation}
T_h^q=\tfrac12(T_d^q+T_m^q).
\label{power}
\end{equation}
The arithmetic mean of two unequal positive numbers exceeds their geometric mean, so $T_h^q>(T_dT_m)^{q/2}=T_*^q$. Thus $T_h>T_*$ for $q>0$ and $T_h<T_*$ for $q<0$. Among power-law spectra with linear damage, the geometric mean is obtained for $p=2$ alone.

\section{Example: 1 MeV protons in silicon}

Take $E=1$ MeV, a silicon layer 1~$\mu$m thick and a rough threshold $T_d=20$ eV. With masses of 1.0073 and 28.085 atomic mass units, (\ref{tmax}) gives
\begin{align}
T_m&=\frac{4(1.0073)(28.085)}{(29.092)^2}\times1\ {\rm MeV}=133.7\ {\rm keV},\\
T_*&=\sqrt{0.020\times133.7}\ {\rm keV}=1.635\ {\rm keV}.
\end{align}
The ratio is $R=6685$ and $\ln R=8.808$. Each full decade of recoil energy carries $\ln10/\ln R=0.261$ of the damage. By (\ref{number}), only 1.21\% of the displacing recoils lie above $T_*$, yet they account for half the damage.

As an independent test, the scattering angle was found by numerical integration of Coulomb orbits and the damage was summed over impact parameters, without use of (\ref{ruth}). This gave a half-damage energy of 1.635 keV and a number fraction of 0.01208, in agreement with the formulas; the values are in the numerical output.

The collision diameter is $d=0.02088$ pm, and the displacing disc has radius $b_d=0.854$ pm. The half-damage disc has radius $b_*=b_d\sqrt{0.01208}=0.094$ pm. The cross section for a primary displacement is $\pi b_d^2=2.289$ pm$^2$, or $2.289\times10^{-20}$ cm$^2$. With $4.997\times10^{22}$ atoms per cm$^3$, the number of primary recoils per proton in the layer is
\begin{equation}
(4.997\times10^{22})(2.289\times10^{-20})(10^{-4})=0.114 .
\end{equation}
For the yield take $\kappa=0.4/T_d$, the slope of the Norgett--Robinson--Torrens (NRT) model. The linear law then gives 0.40 displacements per proton, or about 3.5 per primary recoil.

With the same two energy limits, (\ref{power}) gives half-damage energies of 94.5 keV for a flat spectrum ($p=0$), 34.2 keV for $p=1.5$ and 0.078 keV for $p=2.5$. The value 1.635 keV therefore belongs to the inverse-square law and not merely to the limits $T_d$ and $T_m$.

\section{Where proportionality fails}

\subsection{Recoils just above threshold}

At $T=T_d$ the linear yield is 0.4 displacement, whereas a displaced atom counts as one. With electronic losses left out for the moment, the NRT model sets $\nu=1$ for $T_d\le T\le\frac52T_d$ and $\nu=0.4T/T_d$ above. For $R>5/2$, the two ranges contribute
\begin{align}
C\int_{T_d}^{5T_d/2}\frac{dT}{T^2}
&=\frac{C}{T_d}\left(1-\frac25\right)=\frac{0.4C}{T_d}\,\frac32,\\
\frac{0.4C}{T_d}\int_{5T_d/2}^{T_m}\frac{dT}{T}
&=\frac{0.4C}{T_d}\left(\ln R-\ln\frac52\right).
\end{align}
If the half-damage energy $T_h$ lies above $\frac52T_d$, then $\ln(T_m/T_h)$ is half the sum of $\frac32$ and $\ln R-\ln\frac52$. Since $\ln T_m-\frac12\ln R=\ln T_*$,
\begin{equation}
T_h=T_*\exp\!\left[-\frac12\left(\frac32-\ln\frac52\right)\right]=0.747\,T_* .
\end{equation}
In the example $T_h=1.221$ keV, well above $\frac52T_d=50$ eV, as required.

The condition $T_h>\frac52T_d$ requires $R>11.2$. For $5/2<R<11.2$ the half-damage energy lies on the plateau, and the same two integrals give $T_d/T_h=1-\frac15\left[\frac32+\ln(2R/5)\right]$.

For $R\le5/2$ every displacing recoil produces one displacement. Half the damage then means half the number, so $1/T_h-1/T_m=\frac12(1/T_d-1/T_m)$. This gives the harmonic mean, $T_h=2T_dT_m/(T_d+T_m)$. Formula (\ref{result}) is thus not the half-damage energy of the NRT model close to threshold.

\subsection{Electronic losses of the recoil}

Suppose that the yield is changed to $\kappa Tw(T)$. By (\ref{logweight}) the damage per unit of $\ln T$ becomes proportional to $w$. The point $\ln T_*$ divides the range of $\ln T$ into two equal lengths. If $w$ falls with $T$, it is larger throughout the lower half than throughout the upper half. More than half the damage then lies below $T_*$, and the half-damage energy moves down.

Electronic losses act in this way. A fast recoil spends part of its energy on electrons, and the remainder is available for displacements. The Lindhard partition in Robinson's fit, taken here as a model, gives this remainder as the fraction
\begin{equation}
w=\frac{1}{1+k\,(3.4008\,\epsilon^{1/6}+0.40244\,\epsilon^{3/4}+\epsilon)},
\end{equation}
where $\epsilon$ is proportional to $T$ and $k$ is a positive constant of the material. For silicon atoms in silicon it gives $w=0.77$ at 1.635 keV and 0.45 at 133.7 keV. With the linear yield otherwise unchanged, the half-damage energy falls to 0.98 keV.

The same argument covers recombination. If a fraction of the defects independent of $T$ survives, $w$ is constant and $S(T)$ is unchanged. If survival depends on the recoil energy, $S(T)$ in general changes.

\subsection{Screening and the combined result}

Electrons screen the nuclear charge at large distances. In the Ziegler--Biersack--Littmark universal potential the screening length for this pair is 16.5 pm, about 19 times $b_d$. Orbit integration with this potential lowers the primary displacement cross section by 1.8\% and raises the half-damage energy to 1.66 keV, with the linear yield and the threshold held fixed. In this classical estimate screening is a small correction. Classical orbits require $Z_1Z_2e^2/(4\pi\varepsilon_0\hbar v)\gg1$, and the value here is only 2.2. An eikonal quantum estimate with the same potential nevertheless lowers the cross section by 1.7\%, close to the classical figure. The first Born approximation suits the opposite limit and does not apply here; with this potential it gives only 0.03\%. The size also depends on the potential: classical orbits in the field of a Hartree--Fock silicon atom give 1.6\% instead of 1.8\%, with the half-damage energy still 1.66 keV. Without screening the question does not arise, since the non-relativistic quantum cross section for a Coulomb force equals the classical one.

With the one-displacement plateau, electronic losses and screening all included, the half-damage energy is 0.64 keV. Recoils above the original $T_*$ then produce 40\% of the damage, not 50\%. The number of displacements per proton changes less, from 0.40 to 0.33. These values apply the threshold to the recoil energy, $T\ge T_d$, with $\nu=\max(1,\,0.4Tw/T_d)$. If the threshold is applied to the damage energy instead, $Tw\ge T_d$ or $T\ge22.9$ eV, they become 0.78 keV, about 41\% and 0.31.

\subsection{The model beside real irradiated silicon}

Protons of about 1 MeV are a realistic choice for introducing defects into silicon, and a threshold of some tens of eV has the right order of magnitude. The threshold is not a sharp material constant, since it depends on the direction of the recoil in the crystal. Taking 15 or 30 eV instead of 20 eV changes $T_*$ to 1.42 or 2.00 keV, in accordance with $T_*\propto\sqrt{T_d}$. A Bethe estimate with a rough mean excitation energy of 170 eV gives a proton energy loss of 43 keV in the layer. Because $T_*\propto\sqrt E$, this lowers $T_*$ by about 2\%, to 1.60 keV at the exit. A layer in which the proton loses much of its energy needs an integration over depth. Relativistic kinematics changes $T_m$ by 0.05\%. The head-on closest approach of 20.9 fm is well outside the rough sum of nuclear radii, 4.8 fm, which supports the use of the Coulomb force.

Among the effects estimated here, the largest is the departure from proportionality between damage and recoil energy: together with the small correction for screening, it moves the half-damage energy from 1.6 keV to 0.64 keV, or to 0.78 keV if the threshold is applied to the damage energy. Two further effects are not sized. Channelling changes the distribution of impact parameters when the beam follows a crystal axis or plane. At room temperature vacancies and interstitials migrate, and they recombine or form complexes with each other and with impurities. The displacement numbers given here therefore count initial defects, not the electrically active centres left in a device.

\section*{Values computed for the example and the checks}
\begin{verbatim}
proton energy E: 1 MeV
threshold T_d (rough): 20 eV
proton mass: 1.0073 u
silicon mass: 28.085 u
silicon lattice constant: 0.543 nm
silicon atom density: 4.997e+22 cm^-3
layer thickness: 1 um
maximum recoil energy T_m: 133.7 keV
centre-of-mass energy: 965.4 keV
collision diameter d: 0.02088 pm
ratio T_m/T_d: 6685
ln(T_m/T_d): 8.808
half-damage energy T_star, formula: 1.635 keV
half-damage energy, orbits: 1.635 keV
damage share above T_star, orbits: 0.5
damage share per decade of T: 0.2614
number fraction above T_star, formula: 0.01208
number fraction above T_star, orbits: 0.01208
largest displacing impact parameter: 0.8536 pm
primary displacement cross section: 2.289 pm^2
primary recoils per proton in layer: 0.1144
displacements per proton, linear: 0.4031
half-damage energy for p=0: 94.54 keV
half-damage energy for p=1.5: 34.25 keV
half-damage energy for p=2.5: 0.07808 keV
Neglected effects, one at a time:
plateau: half-damage energy, formula: 1.221 keV
plateau: half-damage energy, orbits: 1.221 keV
damage-energy fraction at T_star: 0.768
damage-energy fraction at T_m: 0.449
electronic loss: half-damage energy: 0.9785 keV
screening length: 16.53 pm
screening: half-damage energy: 1.664 keV
screening: change of primary cross section: -1.8 %
Plateau, electronic loss and screening together:
combined half-damage energy: 0.6409 keV
combined damage share above T_star: 0.398
combined displacements per proton: 0.3273
Other checks of the example:
T_star if T_d = 15 eV: 1.416 keV
T_star if T_d = 30 eV: 2.003 keV
mean excitation energy (rough): 170 eV
proton energy loss in layer: 43 keV
T_star at layer exit: 1.6 keV
relativistic change of T_m: 0.046 %
head-on closest approach: 20.9 fm
sum of nuclear radii (rough): 4.8 fm
\end{verbatim}
